\section*{Why the elastic phonon-radiation limit does not cap metal-dielectric heat conductance}

\section{What the limit says}

\textbf{Q.} I have a metal film on a stiff dielectric, and someone reports an interface conductance above the phonon-radiation limit. I would reject the result. The limit already assumes perfect transmission, and nothing transmits better than perfectly.

\textbf{A.} Perfectly at what frequency, and into which carriers? Write down what the limit counts. Let the dielectric and the metal send phonons toward the interface at temperatures $T_D$ and $T_M$, and let $M_D(\omega)$ and $M_M(\omega)$ be the numbers of modes travelling toward it over an area $A$. If the interface is harmonic, a phonon keeps its frequency. If phonons are also the sole carriers, the heat current from dielectric to metal is
\begin{equation}
J=\frac1A\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,
\mathrm{Tr}(t^\dagger t)\,[n(T_D)-n(T_M)],
\end{equation}
where $n(T)=1/(e^{\hbar\omega/k_BT}-1)$ and $t$ is the matrix of transmission amplitudes, normalised to energy flux. The transmitted flux cannot exceed the incident flux, so no singular value of $t$ exceeds 1. The matrix has $M_M$ rows and $M_D$ columns, hence at most $\min(M_M,M_D)$ nonzero singular values. The trace is the sum of their squares. With $G=J/(T_D-T_M)$ for a small temperature difference,
\begin{equation}
G\le G_{\rm rad}=\frac1A\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega
\frac{\partial n}{\partial T}\min(M_M,M_D).
\label{limit}
\end{equation}

\textbf{Q.} So it is a theorem. Does roughness evade it?

\textbf{A.} No. Roughness mixes the columns of $t$ but leaves the flux argument intact. In a test on 20 random harmonic junctions, four atoms wide and sampled at 60 frequencies each, the transmission never exceeded the ceiling; the largest ratio was 0.970. But two premises entered: each phonon keeps its frequency, and phonons carry all the heat. Above the metal's cutoff $M_M=0$, so dielectric phonons there contribute nothing to Eq.~(\ref{limit}), however many there are.

\section{Electrons as a second receiver}

\textbf{Q.} Metal electrons take heat from metal phonons. That happens after the crossing and can hardly raise the limit.

\textbf{A.} That process is in series, and it lowers the conductance of the phonon route. I mean a different one: electrons at the metal surface that feel the motion of the dielectric's end atoms directly. Take one vibration of mass $m$ and frequency $\omega$, with displacement $x=\sqrt{\hbar/2m\omega}\,(b+b^\dagger)$. Let $gx$ be the matrix element between electron levels of one spin direction, of density $\rho$, with $g$ and $\rho$ constant within a few times $\hbar\omega$ and $k_BT$ of the Fermi level. The number of electron transitions available for absorption involves
\begin{equation}
\int f(\varepsilon)[1-f(\varepsilon+\hbar\omega)]\,d\varepsilon
=(1+n_e)\int[f(\varepsilon)-f(\varepsilon+\hbar\omega)]\,d\varepsilon
=\hbar\omega(1+n_e).
\end{equation}
The first equality is an identity of Fermi functions, with $n_e$ the Bose function at the electron temperature. The last integral is $\hbar\omega$ because it is the area between two steps displaced by $\hbar\omega$. The reverse process gives $\hbar\omega n_e$ in the same way. For phonon occupation $n_D$, the golden rule yields the net absorption rate
\begin{align}
R&=\frac{2\pi}{\hbar}g^2\rho^2\frac{\hbar}{2m\omega}\,\hbar\omega
\,[n_D(1+n_e)-(1+n_D)n_e]\nonumber\\
&=\frac{\pi\hbar g^2\rho^2}{m}(n_D-n_e).
\end{align}
An oscillator with friction force $-\eta\dot x$ loses energy at the rate $\eta/m$, so
\begin{equation}
\eta=\pi\hbar g^2\rho^2 .
\end{equation}
This is the friction from one spin direction; with two equal spin directions, each of density $\rho$, it doubles. To this order in $g$, electron-hole pairs act as a Bose bath. Their spectrum does not stop at the metal's phonon cutoff.

As a test, 400 equally spaced levels, half of them filled, were driven by a weak oscillating coupling. The friction found from the absorbed energy was 0.9988 times the formula.

\textbf{Q.} Friction is a loss. Can I treat it as a heat channel on the same footing as transmission?

\textbf{A.} Yes, if its thermal noise is kept. Friction and noise are tied together by equilibrium: at equal temperatures the exchange must balance at each frequency. An absorption probability $\mathcal T_e$ therefore multiplies $n(T_D)-n(T_M)$, just as the phonon transmission does, when metal electrons and metal lattice share $T_M$.

For the probabilities, take a simple cubic lattice with one scalar displacement per atom and spacing $a$ on both sides. A smooth interface conserves the in-plane wave vector, so each one gives a separate chain. With $s=4-2\cos q_xa-2\cos q_ya$, the bulk equation for displacements $u_j\propto\lambda^j$, $\lambda=e^{i\theta}$, is
\begin{equation}
m\omega^2=k(s+2-\lambda-\lambda^{-1}).
\label{bulk}
\end{equation}
Number the atoms away from the interface and use the time factor $e^{-i\omega t}$. In the dielectric $u_j=\lambda_D^{-j}+r\lambda_D^{j}$, and in the metal $w_j=\tau_M\lambda_M^j$. The end atoms are joined by a spring $k_i$. The electrons belong to the metal, so friction acts on the relative velocity, and rigid translation costs nothing. We also take the friction on neighbouring atoms to be independent, so that one $\eta$ serves every in-plane wave vector. This is an approximation, because neighbouring atoms can disturb the same electrons. Spring and friction combine into $\tilde k=k_i-i\omega\eta$. The dielectric end atom obeys
\begin{equation}
k_D(u_0-u_1)+(k_Ds-m_D\omega^2)u_0+\tilde k(u_0-w_0)=0 .
\end{equation}
By Eq.~(\ref{bulk}), $k_Ds-m_D\omega^2=-k_D(2-\lambda_D-\lambda_D^{-1})$. The outgoing part of the first two terms is then $rA_D$ with $A_D=k_D(\lambda_D^{-1}-1)$, and the incoming part is $A_D^*$. Put $y=1+r$ and $\Gamma_D=-2\,\mathrm{Im}A_D=2k_D\sin\theta_D$. Since $A_D^*+rA_D=A_Dy+i\Gamma_D$, the two end atoms give
\begin{align}
(A_D+\tilde k)y-\tilde k\tau_M&=-i\Gamma_D,\\
-\tilde ky+(A_M+\tilde k)\tau_M&=0,
\end{align}
where $A_M$ and $\Gamma_M$ are defined likewise for the metal. The determinant is $\Delta=A_DA_M+\tilde k(A_D+A_M)$, and
\begin{equation}
\tau_M=-\frac{i\Gamma_D\tilde k}{\Delta},\qquad
y-\tau_M=-\frac{i\Gamma_DA_M}{\Delta}.
\end{equation}
The mean of force times velocity in a travelling wave of amplitude $c$ is $\frac12\omega k\sin\theta|c|^2=\frac14\omega\Gamma|c|^2$. Friction absorbs $\frac12\eta\omega^2|y-\tau_M|^2$. Dividing by the incident power $\frac14\omega\Gamma_D$,
\begin{equation}
\mathcal T_{ph}=\Gamma_D\Gamma_M\left|\frac{\tilde k}{\Delta}\right|^2,
\qquad
\mathcal T_e=2\omega\eta\,\Gamma_D\left|\frac{A_M}{\Delta}\right|^2 .
\label{channels}
\end{equation}
Energy conservation reads $|r|^2+\mathcal T_{ph}+\mathcal T_e=1$. Above the metal cutoff the metal wave decays, with $\lambda_M$ real and negative. Then $\Gamma_M=0$ and $\mathcal T_{ph}=0$, but $A_M$ is not zero, so $\mathcal T_e>0$.

\textbf{Q.} Then no dielectric mode transmits more than perfectly.

\textbf{A.} Correct. The sum of the two probabilities cannot exceed 1 for any mode. What changes is which modes may contribute. The use of two receivers at $T_M$ was tested on a two-atom system with separate dielectric, metal and electron baths, at temperatures 1.4, 1.0 and 1.0 in model units: the current from the classical time-domain covariances agreed with the frequency integral to six digits.

\section{Inelastic phonon channels}

\textbf{Q.} Suppose I exclude electrons. A metal phonon at 7 THz still cannot become a dielectric phonon at 14 THz.

\textbf{A.} One cannot, but two can. Let a metal mode $a$ of frequency $\omega$ and a dielectric mode $b$ of frequency $2\omega$ be coupled by $\hbar\lambda_3(a^2b^\dagger+a^{\dagger2}b)$, a resonant part of a cubic interface force. Each is damped by its own reservoir, at energy rates $\kappa_a$ and $\kappa_b$. Let the reservoir bands be disjoint and wide compared with these rates. With no common frequency, $G_{\rm rad}=0$.

For weak coupling, the rate of $2a\to b$ is $\lambda_3^2$ times the time integral of the correlation of $a^2b^\dagger$. Its initial value is $2n_a^2(1+n_b)$, because $\langle a^{\dagger2}a^2\rangle=2n_a^2$ in a thermal state. The amplitude $a^2$ decays at $\kappa_a$ and $b$ at $\kappa_b/2$, so the integral over both signs of time supplies $2/(\kappa_a+\kappa_b/2)$. The reverse process starts from $2(1+n_a)^2n_b$. The net rate is
\begin{equation}
R_3=\frac{4\lambda_3^2}{\kappa_a+\kappa_b/2}
\left[n_a^2(1+n_b)-(1+n_a)^2n_b\right].
\end{equation}
Using $(1+n)/n=e^{\hbar\omega/k_BT}$ for each mode at its own frequency, the bracket becomes
\begin{equation}
n_a^2(1+n_b)\left[1-\exp\!\left(\frac{2\hbar\omega}{k_BT_M}
-\frac{2\hbar\omega}{k_BT_D}\right)\right].
\end{equation}
For $T_D=T_M+\delta T$ the exponent is $2\hbar\omega\,\delta T/(k_BT^2)$ to first order. Each event carries $2\hbar\omega$ from metal to dielectric, so the heat conductance of the pair of modes, in W/K, is
\begin{equation}
K_3=\frac{(2\hbar\omega)^2}{k_BT^2}\,
\frac{4\lambda_3^2}{\kappa_a+\kappa_b/2}\,n_a^2(1+n_b)>0 .
\end{equation}
The steady state of the quantum master equation for the two damped modes gives 1.0021 times this value at $k_BT=0.7\hbar\omega$, $\lambda_3=0.02\kappa_a$ and $\kappa_b=1.5\kappa_a$. A positive conductance where the elastic limit is zero is enough to refute an absolute ceiling.

\textbf{Q.} It could still be tiny. Can inelastic scattering beat a limit that is not zero?

\textbf{A.} Consider the opposite extreme, an idealised interlayer that absorbs every incident phonon and emits at its own temperature $T_i$. Let $C_D$ and $C_M$ be the full emission conductances, obtained from Eq.~(\ref{limit}) with $M_D$ or $M_M$ in place of the minimum. Energy is conserved in total but no longer frequency by frequency:
\begin{equation}
J=C_D(T_D-T_i)=C_M(T_i-T_M).
\end{equation}
Adding $T_D-T_i=J/C_D$ and $T_i-T_M=J/C_M$ gives
\begin{equation}
G_{\rm layer}=\frac{C_DC_M}{C_D+C_M}.
\label{layer}
\end{equation}
For identical media this is $C_D/2$, while the elastic limit is $C_D$. Inelasticity then does harm, because the layer sends half of the absorbed excess back. It helps when the spectra are so different that opening the closed frequencies outweighs this loss.

\textbf{Q.} Your temperatures belong to the incoming phonons. With local temperatures, might the order reverse?

\textbf{A.} Not for phonon-only interfaces, provided each local temperature is defined from the energy fluxes travelling in the two directions. The flux returning into the dielectric is short by $J$, which lowers its energy-equivalent temperature by $J/C_D$. The average over both directions is $T_D-J/2C_D$, and on the metal side $T_M+J/2C_M$. Dividing the difference by $J$,
\begin{equation}
\frac1{G_{\rm local}}=\frac1G-\frac12\left(\frac1{C_D}+\frac1{C_M}\right).
\end{equation}
The same constant is subtracted for every such interface between the two media, so with this definition the larger $G$ remains the larger. A temperature defined from the local energy density gives slow modes more weight. The correction then depends on which modes carry $J$, and two interfaces of similar $G$ can change order.

\section{Numbers for a metal on diamond}

\textbf{Q.} Give me a case from a chip. Does any of this matter near 350 K?

\textbf{A.} Take rough values in the regime of a tungsten film on a diamond heat spreader: masses 184 and 12 u, cutoffs 7 and 40 THz, a common spacing $a=0.20$ nm and an interface spring of 70 N/m. The largest value of $s+2-2\cos\theta$ is 12, so $k=m\omega_{\max}^2/12$, or 49 and 105 N/m. The sound speed $a\sqrt{k/m}$ is 14.5 km/s in the dielectric. Three polarizations are counted.

The limit can be estimated by hand. Until just below the metal cutoff, the stiff dielectric has fewer modes than the metal, so the minimum is $M_D$. At low frequency $M_D/A=\omega^2/(4\pi v_D^2)$ per polarization, and $\hbar\omega\,\partial n/\partial T\approx k_B$, so
\begin{equation}
G_{\rm rad}\approx\frac{3k_B}{8\pi^2v_D^2}\int_0^{\omega_M}\omega^2d\omega
=\frac{k_B\omega_M^3}{8\pi^2v_D^2}\approx 71~\mathrm{MW/(m^2K)},
\end{equation}
with $\omega_M=2\pi\times7$ THz. The full lattice sum with quantum occupations is 67 MW/(m$^2$K), or $6.7\times10^7$ W/(m$^2$K). The dielectric's full emission conductance is 4251 MW/(m$^2$K), and 98.4\% of it lies above the metal cutoff. That is the reservoir which the elastic limit excludes.

\textbf{Q.} And how much of it do the electrons reach?

\textbf{A.} Assume a damping time of 1 ps for a dielectric end atom, the rough scale for light atoms on metals. Then $\eta=m_D/(1~\mathrm{ps})=2.0\times10^{-14}$ kg/s. Equation~(\ref{channels}) gives
\begin{equation}
G=5.8+376=382~\mathrm{MW/(m^2K)},\qquad G/G_{\rm rad}=5.7,
\end{equation}
the first term from phonons and the second from electrons. On thermal average the electrons absorb $376/4251$, about 9\%, of what the dielectric can deliver. Of their channel, 99.7\% lies above the metal cutoff.

\textbf{Q.} Why is the phonon part so far below its own limit?

\textbf{A.} The model interface is smooth. Below 7 THz the dielectric phonons have small $s$, at most $12(7/40)^2=0.37$. A metal mode with the same $s$ needs $12(\omega/\omega_M)^2-s<4$, which fails above about 4.1 THz. Since the limit grows roughly as the cube of the cutoff, perfect transmission below 4.1 THz would give $67\,(4.1/7)^3\approx13$ MW/(m$^2$K). Reflection accounts for the rest. A rough interface relaxes the wave-vector condition and may lie higher, up to 67.

\textbf{Q.} The answer then hangs on your 1 ps.

\textbf{A.} It does. With all else fixed, the total is 136 MW/(m$^2$K) at 3 ps, 45 at 10 ps and 19 at 30 ps. It equals the limit at 6.4 ps. An extra channel can exist without lifting the total above $G_{\rm rad}$.

For the thermalising layer, $C_M=1798$ MW/(m$^2$K), and Eq.~(\ref{layer}) gives
\begin{equation}
G_{\rm layer}=\frac{4251\times1798}{4251+1798}\approx1260~\mathrm{MW/(m^2K)},
\end{equation}
about 19 times the limit in this model. The value of a common spacing cancels in this factor, but the assumption that it is common does not: tungsten and diamond have different atomic densities, and rough separate spacings of 0.251 and 0.178 nm lower the factor to about 11. With the flux-based local temperatures the layer and the limit become 2527 and 69 MW/(m$^2$K), in the same order. If patches of such a layer conduct in parallel with smooth interface at 5.8 MW/(m$^2$K), an area share of $(66.9-5.8)/(1263-5.8)=4.9\%$ reaches the limit. Within the model, this measures the room such a layer offers, not the strength of anharmonicity in a real contact.

\section{What a measurement can tell}

\textbf{Q.} Would you quote 382 for tungsten on diamond?

\textbf{A.} No. Metal-diamond conductances are very roughly of order 100 MW/(m$^2$K), and the smooth-interface value of 5.8 is far below that scale. Real contacts have lattice mismatch, roughness and often a carbide layer, all of which can break the model's conservation of in-plane wave vector; for the elastic phonon part this could move the number from 5.8 to as much as 67. The damping time is the weakest input, since an atom bound in diamond need not be damped like an atom resting on a metal. Going from 1 to 10 ps lowers the total more than eightfold. Other changes are smaller: halving or doubling the interface spring gives 399 or 342 MW/(m$^2$K), and separate rough sound speeds for the diamond branches raise the limit from 67 to 75. The largest phonon energy, 165 meV, is about 3\% of a rough 5 eV electron band. Constant $g$ and $\rho$ also require that neither varies much within about that energy of the Fermi level, which the band width alone does not show.

\textbf{Q.} You also left out the exchange between electrons and lattice inside the metal.

\textbf{A.} Its size follows from two coupled heat equations. Let $\kappa_p$ and $\kappa_e$ be the lattice and electron conductivities, $\kappa$ their sum, and $g_{ep}$ the exchange coefficient. The difference $\vartheta=T_p-T_e$ obeys $\vartheta''=g_{ep}(1/\kappa_p+1/\kappa_e)\vartheta$, so it decays over $L=\sqrt{\kappa_p\kappa_e/(g_{ep}\kappa)}$. If flux $J$ enters through the lattice alone, $\vartheta'(0)=-J/\kappa_p$ and $\vartheta(0)=JL/\kappa_p$. The mean $(\kappa_pT_p+\kappa_eT_e)/\kappa$ varies linearly, and $T_p$ exceeds it by $\kappa_e\vartheta/\kappa$. The added resistance is
\begin{equation}
R_{ep}=\frac{\kappa_eL}{\kappa_p\kappa}.
\end{equation}
For a metal whose lattice carries little of the heat, rough values of 10 and 150 W/(m K) and $10^{17}$ W/(m$^3$K) give $L=9.7$ nm and $1/R_{ep}=1102$ MW/(m$^2$K), for a film much thicker than $L$. A phonon route at the full limit would fall from 67 to $1/(1/67+1/1102)\approx63$ MW/(m$^2$K). In tungsten the lattice may carry a larger share, which makes the reduction smaller. This is the series effect you had in mind at the start, and it has the opposite sign to the direct channel.

\textbf{Q.} Could temperature dependence reveal the extra channel?

\textbf{A.} In this model it differs. From 300 to 400 K the limit rises from 65.9 to 67.7 MW/(m$^2$K), because modes below 7 THz are already nearly classical. The total rises from 290 to 465, because the electrons draw on higher modes that are still being thermally populated. An inelastic phonon process can also draw on those modes, so a rise alone does not separate the two.

\textbf{Q.} So what should I conclude from the reported conductance?

\textbf{A.} First check that its temperatures and the mode counts in $G_{\rm rad}$ are defined consistently and are accurate enough for the comparison. Check too that the phonons arriving from each side are close to a thermal distribution. If the arriving dielectric phonons below the metal cutoff differ in temperature from the rest, a conductance based on an average temperature can exceed the limit even when transport is elastic. This happens when they are hotter than the rest and heat flows into the metal, or colder than the rest and heat flows into the dielectric; the opposite cases lower the apparent conductance. If the excess survives these checks, reject the purely elastic, phonon-only description of that interface. The excess does not identify the additional channel, and it is not by itself a reason to reject the measurement.

\section*{Computed results}
\begin{verbatim}
Rough junction: largest transmission / ceiling = 0.970
Friction, driven dynamics / formula = 0.9988
Three-bath current, time domain / formula = 1.000000
Two-to-one conductance, master eq. / formula = 1.0021
Temperature = 350 K, lattice spacing = 0.20 nm
Masses metal, dielectric = 184, 12 u
Cutoffs metal, dielectric = 7, 40 THz
Springs metal, dielectric, bond = 49.3, 104.9, 70.0 N/m
Sound speeds metal, dielectric = 2.54, 14.51 km/s
Damping time = 1.0 ps, friction = 1.993e-14 kg/s
Elastic radiation limit G_rad = 66.9 MW/(m2 K)
Full emission conductance, metal = 1798 MW/(m2 K)
Full emission conductance, dielectric = 4251 MW/(m2 K)
Dielectric emission above metal cutoff = 98.4 %
Smooth interface, phonons only = 5.8 MW/(m2 K)
With electrons: phonon channel = 5.8 MW/(m2 K)
With electrons: electron channel = 376.1 MW/(m2 K)
With electrons: total = 381.9 MW/(m2 K)
Total / G_rad = 5.70
Electron channel above metal cutoff = 99.7 %
Damping time at which total = G_rad: 6.43 ps
Total for damping time 3 ps = 135.7 MW/(m2 K)
Total for damping time 10 ps = 45.2 MW/(m2 K)
Total for damping time 30 ps = 19.0 MW/(m2 K)
Thermalising layer = 1263 MW/(m2 K)
Thermalising layer / G_rad = 18.9
Same layer in matched media / elastic limit = 0.500
Layer area share needed to reach G_rad = 4.86 %
Local-temperature convention: limit = 68.8 MW/(m2 K)
Local-temperature convention: layer = 2527 MW/(m2 K)
At 300 K: limit, total = 65.9, 289.5 MW/(m2 K)
At 400 K: limit, total = 67.7, 464.9 MW/(m2 K)
Total for bond 35 N/m = 398.5 MW/(m2 K)
Total for bond 140 N/m = 342.0 MW/(m2 K)
Rough branch speeds L, T = 18.0, 12.5 km/s
Limit with these branch speeds = 75.3 MW/(m2 K)
Largest phonon energy = 165 meV
Largest phonon energy / rough 5 eV band = 0.033
Rough metal e-ph coupling = 1.0e+17 W/(m3 K)
Rough metal lattice, electron conductivity = 10, 150 W/(m K)
Metal e-ph exchange length = 9.7 nm
Metal e-ph series conductance = 1102 MW/(m2 K)
Phonon channel with that series term = 5.7 MW/(m2 K)
\end{verbatim}
